**One- plus three-photon control of yields, and one- plus two-photon control of direction**

In an isotropic sample, interference between one photon of frequency 3ω and three photons of frequency ω changes total channel yields, while at leading order interference between one photon of 2ω and two of ω changes only directional distributions. The relative phase is `theta` = mφ₁ − φ_m, with m = 3 or 2; `d` is the one-photon amplitude, and `t31`, `t33`, `t20`, `t22` are multiphoton amplitudes labelled by photon number and electron angular momentum. The program asserts the rotational tensor rules on a rotor with random dipole elements that obey no parity rule, including the vanishing of the three-photon interference for circular light. For a two-channel model electron it asserts that the perturbative yields and forward-backward asymmetries agree within 2% of the mean total rate with a Floquet calculation that makes no expansion in the field. The largest deviation printed is about 0.1% of that rate. It also asserts that the imaginary parts of the channel interference terms cancel in the sum and that the visibilities are stable when the grid step is halved. In the output, the fraction of products in channel b ranges from 0.013 to 0.380 for one plus three photons. For one plus two photons, the Floquet yields are unchanged to rounding error when the phase is shifted by 180 degrees, while the asymmetry amplitudes are about 0.36.

## Check in Python

```python
"""
Result under test: in an isotropic sample, interference of one photon (3w)
with three photons (w) controls total channel yields, whereas interference of
one photon (2w) with two photons (w) changes angular distributions only.

Model (hartree atomic units): one electron, core states a and b (scalars),
H = p^2/2 + diag(0, SPLIT) - DEPTH exp(-r^2/2), field coupling z E(t),
E(t) = F1 cos(w t - phi1) + Fm cos(m w t - phim), m = 3 or 2.
theta = m phi1 - phim. d, t: one-photon and multiphoton amplitudes into
energy-normalized incoming-wave states. l: electron angular momentum.
"""
from functools import lru_cache
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import eigsh, splu, spsolve
from scipy.special import spherical_jn, spherical_yn, eval_legendre
from scipy import constants as const
from sympy.physics.wigner import wigner_3j

DEPTH = np.array([[3.0, 0.4], [0.4, 2.2]])
SPLIT = 0.1
THRESH = np.array([0.0, SPLIT])
E_FINAL = 0.3
K_OUT = np.sqrt(2 * (E_FINAL - THRESH))
F1 = 2.0e-3


def dipole_radius(r):
    """r, switched off smoothly between 16 and 24 bohr."""
    s = np.clip((r - 16.0) / 8.0, 0, 1)
    return r * np.cos(0.5 * np.pi * s) ** 2


def cos_element(l):
    """<l+1,0|cos(theta)|l,0>"""
    return (l + 1) / np.sqrt((2 * l + 1) * (2 * l + 3))


def kinetic(n, h):
    off = -0.5 / h**2 * np.ones(n - 1)
    return sp.diags([off, np.ones(n) / h**2, off], [-1, 0, 1])


def radial_hamiltonian(l, r, h):
    n = len(r)
    radial = kinetic(n, h) + sp.diags(l * (l + 1) / (2 * r**2))
    return (sp.kron(radial, sp.eye(2))
            - sp.kron(sp.diags(np.exp(-r**2 / 2)), DEPTH)
            + sp.kron(sp.eye(n), np.diag(THRESH))).tocsc()


def incoming_states(l, r, h):
    """Two-channel scattering states; axes: radius, component, label."""
    n = len(r)
    u = np.zeros((n, 2, 2))
    u[0] = np.eye(2)
    previous = np.zeros((2, 2))
    for j in range(n - 1):
        v = (np.diag(THRESH + l * (l + 1) / (2 * r[j]**2) - E_FINAL)
             - DEPTH * np.exp(-r[j]**2 / 2))
        u[j + 1] = 2 * u[j] - previous + 2 * h**2 * v @ u[j]
        previous = u[j]
    points = [n - 1 - int(round(1.6 / h)), n - 1]
    c, s = np.zeros((2, 2)), np.zeros((2, 2))
    for q, k in enumerate(K_OUT):
        x = k * r[points]
        norm = np.sqrt(2 / (np.pi * k))
        basis = norm * np.column_stack([x * spherical_jn(l, x),
                                        -x * spherical_yn(l, x)])
        c[q], s[q] = np.linalg.solve(basis, u[points, q, :])
    return u @ np.linalg.inv(c + 1j * s)


def perturbative(h):
    """Amplitudes per channel from scattering states and closed resolvents."""
    r = h * np.arange(1, int(round(26 / h)) + 1)
    ham = [radial_hamiltonian(l, r, h) for l in range(4)]
    one = sp.eye(2 * len(r), format="csc")
    levels = []
    for l in range(3):
        val, vec = eigsh(ham[l], k=2, sigma=-4.0, v0=np.ones(2 * len(r)))
        order = np.argsort(val)
        levels.append(val[order])
        if l == 0:
            ground = vec[:, order[0]] / np.sqrt(h)
    e0 = levels[0][0]
    total = E_FINAL - e0
    x = np.repeat(dipole_radius(r), 2)
    c01, c12, c23 = (cos_element(l) for l in range(3))

    def resolvent(l, energy, source):
        return spsolve((energy * one - ham[l]).tocsc(), source)

    states = [incoming_states(l, r, h) for l in range(4)]

    def amplitude(l, source):
        return h * np.einsum("jcq,jc->q", states[l].conj(),
                             source.reshape(-1, 2))

    first = c01 * x * ground
    p = resolvent(1, e0 + total / 3, first)
    s_wave = resolvent(0, e0 + 2 * total / 3, c01 * x * p)
    d_wave = resolvent(2, e0 + 2 * total / 3, c12 * x * p)
    p_half = resolvent(1, e0 + total / 2, first)
    return dict(e0=e0, total=total, levels=levels, ground=ground,
                d=amplitude(1, first),
                t31=amplitude(1, x * (c01 * s_wave + c12 * d_wave)),
                t33=amplitude(3, c23 * x * d_wave),
                t20=amplitude(0, c01 * x * p_half),
                t22=amplitude(2, c12 * x * p_half))


def balanced_field(a, m):
    """Fm that makes one-photon and m-photon total rates equal."""
    parts = (a["t31"], a["t33"]) if m == 3 else (a["t20"], a["t22"])
    multi = sum(np.sum(abs(t)**2) for t in parts)
    return 2 * (F1 / 2)**m * np.sqrt(multi / np.sum(abs(a["d"])**2))


def yields(a, m, fm, theta):
    """Derived channel rates."""
    if m == 3:
        s33 = abs(a["t31"])**2 + abs(a["t33"])**2
        cross = (np.exp(1j * theta) * a["d"].conj() * a["t31"]).real
        return 2 * np.pi * (fm**2 * abs(a["d"])**2 / 4 + F1**6 * s33 / 64
                            + fm * F1**3 * cross / 8)
    s22 = abs(a["t20"])**2 + abs(a["t22"])**2
    return 2 * np.pi * (fm**2 * abs(a["d"])**2 / 4 + F1**4 * s22 / 16)


def asymmetry_complex(a, fm):
    """Forward-minus-backward rate is the real part of this times e^(i theta)."""
    even = np.sqrt(3) / 2 * a["t20"] - np.sqrt(15) / 8 * a["t22"]
    return 2 * np.pi * fm * F1**2 / 4 * 1j * a["d"].conj() * even


def floquet(a, m, fm, theta, h):
    """Dressed state, no expansion in field; absorbed flux by channel."""
    n = int(round(65 / h))
    r = h * np.arange(1, n + 1)
    omega = a["total"] / m
    phim = 0.4
    eps1 = F1 * np.exp(1j * (theta + phim) / m)
    epsm = fm * np.exp(1j * phim)
    blocks = [(k, l) for k in range(-1, m + 1) for l in range(4)
              if m == 2 or (k + l) % 2 == 0]
    nb = len(blocks)
    coupling = np.zeros((nb, nb), complex)
    for i, (k2, l2) in enumerate(blocks):
        for j, (k1, l1) in enumerate(blocks):
            if abs(l2 - l1) == 1:
                field = {1: eps1, -1: eps1.conjugate(),
                         m: epsm, -m: epsm.conjugate()}.get(k2 - k1, 0)
                coupling[i, j] = 0.5 * field * cos_element(min(l1, l2))
    photon = np.array([b[0] for b in blocks])
    ang = np.array([b[1] for b in blocks])
    absorber = 0.3 * (np.clip(r - 25, 0, None) / 40)**2
    eye2, eyeb = np.eye(2), np.eye(nb)
    local = (np.kron(eyeb, np.diag(THRESH))
             - np.kron(np.diag(photon * omega + a["e0"]), eye2))
    radial = (kinetic(n, h).tocsr().astype(complex)
              + sp.diags(-1j * absorber).tocsr())
    matrix = (sp.kron(radial, sp.eye(2 * nb), format="csr")
              + sp.kron(sp.diags(1 / (2 * r**2)),
                        np.kron(np.diag(ang * (ang + 1)), eye2), format="csr")
              - sp.kron(sp.diags(np.exp(-r**2 / 2)),
                        np.kron(eyeb, DEPTH), format="csr")
              + sp.kron(sp.eye(n), local, format="csr")
              + sp.kron(sp.diags(dipole_radius(r)),
                        np.kron(coupling, eye2), format="csr"))
    matrix.eliminate_zeros()
    lu = splu(matrix.tocsc(), permc_spec="NATURAL")
    psi = np.zeros((n, nb, 2), complex)
    ground = a["ground"].reshape(-1, 2)
    psi[:len(ground), blocks.index((0, 0))] = ground
    vec = psi.ravel()
    for _ in range(3):
        vec = lu.solve(vec)
        vec /= np.sqrt(h) * np.linalg.norm(vec)
    psi = vec.reshape(n, nb, 2)
    rate = 2 * h * np.einsum("j,jbq->q", absorber, abs(psi)**2)
    if m == 3:
        return rate, None
    j = int(round(24.8 / h)) - 1
    nodes, weights = np.polynomial.legendre.leggauss(12)
    nodes, weights = (nodes + 1) / 2, weights / 2
    difference = np.zeros(2)
    for q, k in enumerate(K_OUT):
        for side in (1, -1):
            wave = 0
            for l in range(4):
                x = k * r[j]
                out = x * (-spherical_yn(l, x) + 1j * spherical_jn(l, x))
                coef = psi[j, blocks.index((2, l)), q] / out
                wave = wave + ((-1j)**l * coef * np.sqrt((2*l + 1)/(4*np.pi))
                               * eval_legendre(l, side * nodes))
            difference[q] += side * 2*np.pi*k * np.sum(weights*abs(wave)**2)
    return rate, difference


@lru_cache(None)
def three_j(j1, j2, m1, q, m2):
    return float(wigner_3j(j1, 1, j2, m1, q, m2))


def rotor_tensors():
    """Invariant tensors of a rotor whose dipole obeys no parity rule."""
    rng = np.random.default_rng(7)
    js = [1, 0, 1, 2, 1, 2]
    states = [(i, j, m) for i, j in enumerate(js) for m in range(-j, j + 1)]
    red = rng.normal(size=(6, 6)) + 1j * rng.normal(size=(6, 6))
    sph = {q: np.zeros((len(states),) * 2, complex) for q in (-1, 0, 1)}
    for row, (i2, j2, m2) in enumerate(states):
        for col, (i1, j1, m1) in enumerate(states):
            q = m2 - m1
            if abs(q) <= 1:
                sph[q][row, col] = ((-1)**(j2 - m2) * red[i2, i1]
                                    * three_j(j2, j1, -m2, q, m1))
    cart = [(sph[-1] - sph[1]) / np.sqrt(2),
            1j * (sph[-1] + sph[1]) / np.sqrt(2), sph[0]]
    mu = np.array([v + v.conj().T for v in cart])
    level = np.array([s[0] for s in states])
    green1 = np.diag(rng.uniform(0.5, 2, 6)[level])
    green2 = np.diag(rng.uniform(0.5, 2, 6)[level])
    final = np.diag((level >= 4).astype(float))
    rho = np.diag((level == 0) / 3.0)
    k3 = np.zeros((3,) * 3, complex)
    k4 = np.zeros((3,) * 4, complex)
    for i in range(3):
        left = rho @ mu[i] @ final
        for j in range(3):
            for k in range(3):
                chain = left @ mu[j] @ green1 @ mu[k]
                k3[i, j, k] = np.trace(chain)
                for l in range(3):
                    k4[i, j, k, l] = np.trace(chain @ green2 @ mu[l])
    single = mu[2] @ final @ mu[2] @ green1 @ mu[2]
    return k3, k4, np.diag(single)[:3]


# Rotational invariance, including complex polarization vectors
k3, k4, sublevels = rotor_tensors()
levi = np.zeros((3, 3, 3))
for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    levi[i, j, k], levi[i, k, j] = 1, -1
assert abs(k3[0, 1, 2]) > 1e-3
assert np.allclose(k3, k3[0, 1, 2] * levi, atol=1e-11)
rng = np.random.default_rng(3)
for _ in range(5):
    e, em = rng.normal(size=(2, 3)) + 1j * rng.normal(size=(2, 3))
    two = np.einsum("ijk,i,j,k", k3, em.conj(), e, e)
    three = np.einsum("ijkl,i,j,k,l", k4, em.conj(), e, e, e)
    assert abs(two) < 1e-10
    expected = k4[2, 2, 2, 2] * (em.conj() @ e) * (e @ e)
    assert abs(three - expected) < 1e-10 * (1 + abs(expected))
circ = np.array([1, 1j, 0]) / np.sqrt(2)
circular = np.einsum("ijkl,i,j,k,l", k4, circ.conj(), circ, circ, circ)
assert abs(circular) < 1e-11 and abs(k4[2, 2, 2, 2]) > 1e-3
assert max(abs(sublevels)) > 1e-3 and abs(sum(sublevels)) < 1e-11

# Full dressed-state calculation against derived perturbative formulas
H_TEST = 0.1
coarse = perturbative(H_TEST)
angles = np.arange(4) * np.pi / 2
worst = {}
for m in (3, 2):
    fm = balanced_field(coarse, m)
    full, predicted, diff = [], [], []
    for theta in angles:
        rate, difference = floquet(coarse, m, fm, theta, H_TEST)
        full.append(rate)
        predicted.append(yields(coarse, m, fm, theta))
        diff.append(difference)
    full, predicted = np.array(full), np.array(predicted)
    mean = predicted.sum(axis=1).mean()
    worst[m] = np.max(abs(full - predicted)) / mean
    # 2 percent covers absorber reflection and terms of higher order in F1
    assert worst[m] < 0.02, (m, worst[m])
    if m == 2:
        flip = np.max(abs(full[:2] - full[2:])) / mean
        assert flip < 1e-4, flip
        formula = np.array([(asymmetry_complex(coarse, fm)
                             * np.exp(1j * t)).real for t in angles])
        worst_asym = np.max(abs(np.array(diff) - formula)) / mean
        assert worst_asym < 0.02, worst_asym
        assert np.max(abs(formula)) / mean > 0.05

# Converged worked example
medium, fine = perturbative(0.05), perturbative(0.025)


def control_numbers(a):
    f3 = balanced_field(a, 3)
    mean = (yields(a, 3, f3, 0) + yields(a, 3, f3, np.pi)) / 2
    s13 = a["d"].conj() * a["t31"]
    return f3, mean, s13, 2 * np.pi * f3 * F1**3 / 8 * abs(s13) / mean


f3, mean3, s13, visibility = control_numbers(fine)
vis_medium = control_numbers(medium)[3]
grid_change = np.max(abs(visibility - vis_medium))
assert grid_change < 0.01
assert abs(s13.sum().imag) < 2e-3 * np.sum(abs(s13))
delta = np.angle(s13)
assert abs(np.angle(s13[0] * s13[1].conj())) > 0.02
scan = np.array([yields(fine, 3, f3, t)
                 for t in np.linspace(0, 2 * np.pi, 3601)])
fraction = scan[:, 1] / scan.sum(axis=1)
f2 = balanced_field(fine, 2)
rate2 = yields(fine, 2, f2, 0)
asym = asymmetry_complex(fine, f2)
share_f = (np.sum(abs(fine["t33"])**2)
           / np.sum(abs(fine["t31"])**2 + abs(fine["t33"])**2))

per_second = 1 / const.value("atomic unit of time")
hartree_ev = const.value("Hartree energy in eV")
field_si = F1 * const.value("atomic unit of electric field")
intensity = 0.5 * const.epsilon_0 * const.c * field_si**2 / 1e4
print("well depths aa, bb, ab (hartree):", DEPTH[0, 0], DEPTH[1, 1], DEPTH[0, 1])
print("core splitting (hartree):", SPLIT)
print(f"ground energy (hartree): {fine['e0']:.4f}")
print(f"second s level (hartree): {fine['levels'][0][1]:.4f}")
print(f"lowest p level, box 26 bohr (hartree): {fine['levels'][1][0]:.4f}")
print(f"lowest d level, box 26 bohr (hartree): {fine['levels'][2][0]:.4f}")
print(f"final energy above threshold a (hartree): {E_FINAL:.2f}")
print(f"one-photon energy (hartree): {fine['total']:.4f}")
print(f"one-photon energy (eV): {fine['total'] * hartree_ev:.2f}")
for m in (3, 2):
    for n in range(1, m):
        print(f"virtual energy, {n} of {m} photons (hartree): "
              f"{fine['e0'] + n * fine['total'] / m:.4f}")
print(f"F1 (a.u.): {F1:.4f}")
print(f"intensity of w field (W/cm^2): {intensity:.3e}")
print(f"balanced F3 (a.u.): {f3:.3e}")
print(f"balanced F2 (a.u.): {f2:.3e}")
for q, name in enumerate("ab"):
    print(f"channel {name}: d (a.u.): {fine['d'][q]:.4f}")
    print(f"channel {name}: three-photon p amplitude (a.u.): {fine['t31'][q]:.3f}")
    print(f"channel {name}: S13 (a.u.): {s13[q]:.4f}")
    print(f"channel {name}: delta (degree): {np.degrees(delta[q]):.2f}")
    print(f"channel {name}: 1+3 visibility: {visibility[q]:.4f}")
    print(f"channel {name}: 1+3 mean rate (1/s): {mean3[q] * per_second:.4e}")
print(f"sum of S13 over channels (a.u.): {s13.sum():.5f}")
print(f"f-wave share of three-photon rate: {share_f:.4f}")
for theta in angles:
    g = yields(fine, 3, f3, theta) * per_second
    print(f"1+3 rates a, b at theta={np.degrees(theta):.0f} degree (1/s): "
          f"{g[0]:.4e} {g[1]:.4e}")
print(f"1+3 fraction in b, min and max: {fraction.min():.4f} {fraction.max():.4f}")
for q, name in enumerate("ab"):
    print(f"channel {name}: 1+2 total rate (1/s): {rate2[q] * per_second:.4e}")
    print(f"channel {name}: 1+2 asymmetry amplitude: {abs(asym[q]) / rate2[q]:.4f}")
    print(f"channel {name}: 1+2 asymmetry phase (degree): "
          f"{np.degrees(np.angle(asym[q])):.2f}")
print(f"Floquet deviation of 1+3 yields / mean total: {worst[3]:.1e}")
print(f"Floquet deviation of 1+2 yields / mean total: {worst[2]:.1e}")
print(f"Floquet 1+2 yield change, theta to theta+180 degree: {flip:.1e}")
print(f"Floquet deviation of asymmetry / mean total: {worst_asym:.1e}")
print(f"visibility change on halving grid step: {grid_change:.1e}")
print(f"rotor, isotropic 1+2 interference: {abs(sum(sublevels)) / 3:.1e}")
print(f"rotor, largest single-sublevel 1+2 term: {max(abs(sublevels)):.3f}")
print("checks complete")
```

Output:

```
well depths aa, bb, ab (hartree): 3.0 2.2 0.4
core splitting (hartree): 0.1
ground energy (hartree): -0.9865
second s level (hartree): -0.3207
lowest p level, box 26 bohr (hartree): -0.0168
lowest d level, box 26 bohr (hartree): 0.0245
final energy above threshold a (hartree): 0.30
one-photon energy (hartree): 1.2865
one-photon energy (eV): 35.01
virtual energy, 1 of 3 photons (hartree): -0.5577
virtual energy, 2 of 3 photons (hartree): -0.1288
virtual energy, 1 of 2 photons (hartree): -0.3433
F1 (a.u.): 0.0020
intensity of w field (W/cm^2): 1.404e+11
balanced F3 (a.u.): 8.239e-08
balanced F2 (a.u.): 1.973e-05
channel a: d (a.u.): 0.1966-0.2295j
channel a: three-photon p amplitude (a.u.): -6.305+9.299j
channel a: S13 (a.u.): -3.3740+0.3816j
channel a: delta (degree): 173.55
channel a: 1+3 visibility: 0.8839
channel a: 1+3 mean rate (1/s): 8.2208e+01
channel b: d (a.u.): 0.0774-0.0992j
channel b: three-photon p amplitude (a.u.): -4.330+0.618j
channel b: S13 (a.u.): -0.3965-0.3816j
channel b: delta (degree): -136.10
channel b: 1+3 visibility: 0.9591
channel b: 1+3 mean rate (1/s): 1.2280e+01
sum of S13 over channels (a.u.): -3.77056-0.00001j
f-wave share of three-photon rate: 0.2008
1+3 rates a, b at theta=0 degree (1/s): 1.0001e+01 3.7934e+00
1+3 rates a, b at theta=90 degree (1/s): 7.4041e+01 2.0447e+01
1+3 rates a, b at theta=180 degree (1/s): 1.5441e+02 2.0766e+01
1+3 rates a, b at theta=270 degree (1/s): 9.0375e+01 4.1126e+00
1+3 fraction in b, min and max: 0.0131 0.3804
channel a: 1+2 total rate (1/s): 4.8276e+06
channel a: 1+2 asymmetry amplitude: 0.3583
channel a: 1+2 asymmetry phase (degree): 57.69
channel b: 1+2 total rate (1/s): 5.9324e+05
channel b: 1+2 asymmetry amplitude: 0.3620
channel b: 1+2 asymmetry phase (degree): 100.19
Floquet deviation of 1+3 yields / mean total: 9.8e-04
Floquet deviation of 1+2 yields / mean total: 7.7e-04
Floquet 1+2 yield change, theta to theta+180 degree: 2.2e-14
Floquet deviation of asymmetry / mean total: 6.2e-04
visibility change on halving grid step: 1.0e-04
rotor, isotropic 1+2 interference: 0.0e+00
rotor, largest single-sublevel 1+2 term: 0.079
checks complete
```
